# Magnetically induced current through a half-plane in an S-state atom: a numerical check

```python
# Result under test (Hartree atomic units, electron charge -1, B along z, nucleus at 0):
# the orbital current of an S-state atom with N electrons through the half-plane
# y = 0, x > 0, counted along +y, is I = -N B/(4 pi), i.e. e^2/(4 pi m) per electron
# per unit field in SI, for any radial shape and any gauge origin d.
# Symbols: n density; A = B x (r-d)/2; j = -Re psi*(p+A)psi = j_p + j_d, j_d = -n A;
# T_yy = particle current along y per unit strength of the perturbation p_y (exact: -n);
# flux values are I/B unless stated; ipsocentric gauge means d = r at each point.
import math
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import dblquad
from scipy.linalg import eigh
from pyscf import gto, scf, ao2mo
scf.hf.MUTE_CHKFILE = True
pi = math.pi
PER_E = 1/(4*pi)

# ---- units
pc = sc.physical_constants
au_I = pc['atomic unit of current'][0]
au_B = pc['atomic unit of mag. flux density'][0]
si = sc.e**2/(4*pi*sc.m_e)
assert abs(PER_E*au_I/au_B/si - 1) < 1e-8
print(f"1/(4 pi) = {PER_E:.8f} au")
print(f"au of current / au of field = {au_I/au_B*1e9:.5f} nA/T")
print(f"e^2/(4 pi m) = {si*1e9:.5f} nA/T per electron")

# ---- one-electron model densities n(x, y=0, z), quadrature over x and z
def model_flux(n, lim):
    f = lambda x, z: -0.5*x*n(x, z)
    return sum(dblquad(f, a, b, 0, lim, epsabs=1e-10, epsrel=1e-9)[0]
               for a, b in ((-lim, 0), (0, lim)))
hy = math.hypot
shapes = {
    "H 1s": (lambda x, z: math.exp(-2*hy(x, z))/pi, 20),
    "H 2s": (lambda x, z: (2-hy(x, z))**2*math.exp(-hy(x, z))/(32*pi), 45),
    "Gaussian exp(-r^2)": (lambda x, z: math.exp(-x*x-z*z)/pi**1.5, 8),
    "shell r^4 exp(-2r)": (lambda x, z: hy(x, z)**4*math.exp(-2*hy(x, z))*128/(4*pi*720), 25),
    "prolate exp(-rho^2-z^2/4)": (lambda x, z: math.exp(-x*x-z*z/4)/(2*pi**1.5), 14)}
for name, (n, lim) in shapes.items():
    fl = model_flux(n, lim)
    assert abs(fl + PER_E) < 1e-7
    print(f"flux, {name} = {fl:.8f} au")
fl = model_flux(lambda x, z: math.exp(-x*x-z*z)/(2*pi**1.5), 8)
assert abs(fl + PER_E) > 0.01      # axial symmetry is needed
print(f"j_d flux, non-axial exp(-x^2-y^2/4-z^2) = {fl:.8f} au")

# ---- psi1 = -i y psi0 solves (H0-E0) psi1 + p_y psi0 = 0 for hydrogen 1s
x, y, z = sp.symbols('x y z', real=True)
rs = sp.sqrt(x*x+y*y+z*z)
psi0 = sp.exp(-rs)
psi1 = -sp.I*y*psi0
res = (-sum(sp.diff(psi1, v, 2) for v in (x, y, z))/2 - psi1/rs + psi1/2
       - sp.I*sp.diff(psi0, y))
for p in ((0.3, 0.7, -0.2), (1.5, -0.4, 2.0), (-0.1, 2.2, 0.9)):
    assert abs(complex(res.subs(dict(zip((x, y, z), p))).evalf())) < 1e-12

# ---- half-plane grid: logarithmic in r, Gauss-Legendre in theta, dA = r dr dtheta
t = np.linspace(math.log(1e-7), math.log(60.0), 360)
r = np.exp(t)
dt = t[1]-t[0]
gx, gw = np.polynomial.legendre.leggauss(20)
th, wth = (gx+1)*pi/2, gw*pi/2
X = np.outer(r, np.sin(th)).ravel()
pts = np.stack([X, 0*X, np.outer(r, np.cos(th)).ravel()], axis=1)
W = np.outer(r*r*dt, wth).ravel()

# ---- hydrogen in a finite field, diagonalised, current from the definition
Bh = 0.2
ex = [0.03*2.3**k for k in range(12)]
mh = gto.M(atom='H 0 0 0', spin=1, verbose=0,
           basis={'H': [[l, [a, 1.0]] for l in (0, 2) for a in ex]})
rr = mh.intor('int1e_rr')
Lz = -1j*mh.intor('int1e_cg_irxp')[2]
h = mh.intor('int1e_kin') + mh.intor('int1e_nuc') + Bh/2*Lz + Bh**2/8*(rr[0]+rr[4])
eh, ch = eigh(h, mh.intor('int1e_ovlp'))
c = ch[:, 0]
ao = mh.eval_gto('GTOval_sph_deriv1', pts)
psi, dpsi = ao[0] @ c, ao[2] @ c
fh = -np.sum(W*np.real(psi.conj()*(-1j*dpsi + 0.5*Bh*X*psi)))
x2, z2 = np.real(c.conj() @ rr[0] @ c), np.real(c.conj() @ rr[8] @ c)
assert z2 - x2 > 1e-3              # the density is really deformed
assert abs(fh/Bh + PER_E) < 1e-7
print(f"H atom: B = {Bh} au, E = {eh[0]:.5f} hartree")
print(f"H atom: <x^2> = {x2:.4f}, <z^2> = {z2:.4f} bohr^2")
print(f"H atom: flux I/B = {fh/Bh:.8f} au")

# ---- Li atom, UHF and coupled-perturbed response to p_y
def lithium(basis):
    mol = gto.M(atom='Li 0 0 0', spin=1, basis=basis, verbose=0)
    mf = scf.UHF(mol)
    eri = mol.intor('int2e', aosym='s8')
    mf._eri = eri
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    ao = mol.eval_gto('GTOval_sph_deriv1', pts)
    py = mol.intor('int1e_ipovlp')[1]          # p_y matrix = i * py
    l0 = mol.intor('int1e_cg_irxp')[2]
    with mol.with_common_orig((1.0, 0, 0)):
        l1 = mol.intor('int1e_cg_irxp')[2]
    o = dict(mol=mol, E=mf.e_tot, T=0.0, orb=[], C=[], l0=0.0, l1=0.0, ao=ao)
    for s in (0, 1):
        occ = mf.mo_occ[s] > 0.5
        Co, Cv = mf.mo_coeff[s][:, occ], mf.mo_coeff[s][:, ~occ]
        eo, ev = mf.mo_energy[s][occ], mf.mo_energy[s][~occ]
        no, nv = len(eo), len(ev)
        o['l0'] = max(o['l0'], abs(Cv.T @ l0 @ Co).max())
        o['l1'] = max(o['l1'], abs(Cv.T @ l1 @ Co).max())
        jiab = ao2mo.incore.general(eri, (Co, Co, Cv, Cv), compact=False).reshape(no, no, nv, nv)
        jaib = ao2mo.incore.general(eri, (Co, Cv, Co, Cv), compact=False).reshape(no, nv, no, nv)
        M = (-np.einsum('jiab->aibj', jiab) + np.einsum('jaib->aibj', jaib)).reshape(nv*no, nv*no)
        M = M + np.diag((ev[:, None]-eo[None, :]).ravel())
        u = np.linalg.solve(M, -(Cv.T @ py @ Co).ravel()).reshape(nv, no)
        d1 = Cv @ u @ Co.T
        d1 = d1 - d1.T                          # first-order density matrix = i * d1
        o['T'] = o['T'] + np.sum((ao[2] @ d1)*ao[0], axis=1)
        o['C'].append(Co)
        o['orb'] += [Co[:, i] for i in range(no)]
    o['n'] = sum((ao[0] @ v)**2 for v in o['orb'])
    return o

big = lithium({'Li': [[l, [0.008*2.2**k, 1.0]] for l in (0, 1) for k in range(18)]})
small = lithium('cc-pvdz')
N = big['mol'].nelectron
target = -N*PER_E
print(f"Li: N = {N}, -N/(4 pi) = {target:.8f} au")
d = 1.0
for name, o in (("18s18p", big), ("cc-pVDZ", small)):
    assert o['l0'] < 1e-6 and o['l1'] > 1e-2
    o['nuc'] = np.sum(W*(-0.5*X*o['n']))
    o['ipso'] = np.sum(W*0.5*X*o['T'])
    o['dia'] = np.sum(W*(-0.5*(X-d)*o['n']))
    o['para'] = np.sum(W*0.5*d*o['T'])
    assert abs(o['nuc'] - target) < 1e-7
    print(f"Li UHF/{name}: E = {o['E']:.5f} hartree")
    print(f"  max|Lz_ai| origin nucleus = {o['l0']:.0e}, origin shifted = {o['l1']:.3f} au")
    print(f"  flux, origin at nucleus = {o['nuc']:.6f} au")
    print(f"  flux, ipsocentric = {o['ipso']:.6f} au")
    print(f"  d = {d} bohr: dia = {o['dia']:.6f}, para = {o['para']:.6f} au")
    print(f"  d = {d} bohr: total = {o['dia']+o['para']:.6f} au")
mol, ao = big['mol'], big['ao']
r2m, rim = mol.intor('int1e_r2'), mol.intor('int1e_rinv')
r2 = [v @ r2m @ v for v in big['orb']]
rinv = sum(v @ rim @ v for v in big['orb'])
shift = d*rinv/8
assert abs(big['dia'] - big['nuc'] - shift) < 1e-6
# response tolerances reflect basis incompleteness, not quadrature
assert abs(big['para'] + shift) < 3e-3*shift
assert abs(big['ipso']/target - 1) < 3e-3
assert abs(small['ipso']/target - 1) > 0.05
print(f"Li 18s18p: <sum 1/r> = {rinv:.5f} 1/bohr, d<1/r>/8 = {shift:.6f} au")
for lab, v, q in zip(("1s alpha", "2s alpha", "1s beta"), big['orb'], r2):
    fo = np.sum(W*(-0.5*X*(ao[0] @ v)**2))
    assert abs(fo + PER_E) < 1e-7
    print(f"Li {lab}: <r^2> = {q:.4f} bohr^2, flux = {fo:.8f} au")
mom = np.sum(W*pi*X**2*(-0.5*X*big['n']))
assert abs(mom/(-sum(r2)/6) - 1) < 1e-6
print(f"Li <sum r^2> = {sum(r2):.4f} bohr^2, moment m/B = {mom:.4f} au")
conv = au_I/au_B*1e9
print(f"Li I/B = {big['nuc']*conv:.4f} nA/T")
print(f"Li ipsocentric I/B: 18s18p {big['ipso']*conv:.3f}, cc-pVDZ {small['ipso']*conv:.3f} nA/T")
BT = 10.0
Bau = BT/au_B
freq = Bau/2/(2*pi)/pc['atomic unit of time'][0]
assert abs(-N*sc.e*freq/(big['nuc']*Bau*au_I) - 1) < 1e-6
print(f"B = {BT} T = {Bau:.5e} au, rotation frequency = {freq/1e9:.3f} GHz")
print(f"Li current at {BT} T = {big['nuc']*Bau*au_I*1e9:.3f} nA")

# ---- spin current j = curl(m z), m = (g/4)(majority - minority density)
g4 = abs(pc['electron g factor'][0])/4
Ca, Cb = big['C']
Ds = Ca @ Ca.T - Cb @ Cb.T
fs = np.sum(W*(-g4*2*np.sum((ao[1] @ Ds)*ao[0], axis=1)))
axis = 0.0
for sgn in (1, -1):
    a0 = mol.eval_gto('GTOval_sph', np.stack([0*r, 0*r, sgn*r], axis=1))
    axis += g4*np.sum(r*dt*np.sum((a0 @ Ds)*a0, axis=1))
assert abs(fs/axis - 1) < 1e-5 and fs > 1e-3
print(f"Li spin-current flux (field-independent) = {fs:.5f} au = {fs*au_I*1e3:.4f} mA")
print("PASS")
```

Running it gives:

```
1/(4 pi) = 0.07957747 au
au of current / au of field = 28.17940 nA/T
e^2/(4 pi m) = 2.24245 nA/T per electron
flux, H 1s = -0.07957747 au
flux, H 2s = -0.07957747 au
flux, Gaussian exp(-r^2) = -0.07957747 au
flux, shell r^4 exp(-2r) = -0.07957747 au
flux, prolate exp(-rho^2-z^2/4) = -0.07957747 au
j_d flux, non-axial exp(-x^2-y^2/4-z^2) = -0.03978874 au
H atom: B = 0.2 au, E = -0.49038 hartree
H atom: <x^2> = 0.9285, <z^2> = 0.9676 bohr^2
H atom: flux I/B = -0.07957747 au
Li: N = 3, -N/(4 pi) = -0.23873241 au
Li UHF/18s18p: E = -7.43273 hartree
  max|Lz_ai| origin nucleus = 1e-12, origin shifted = 0.662 au
  flux, origin at nucleus = -0.238732 au
  flux, ipsocentric = -0.238732 au
  d = 1.0 bohr: dia = 0.475701, para = -0.714432 au
  d = 1.0 bohr: total = -0.238731 au
Li UHF/cc-pVDZ: E = -7.43242 hartree
  max|Lz_ai| origin nucleus = 2e-16, origin shifted = 0.335 au
  flux, origin at nucleus = -0.238732 au
  flux, ipsocentric = -0.090715 au
  d = 1.0 bohr: dia = 0.475679, para = -0.063228 au
  d = 1.0 bohr: total = 0.412451 au
Li 18s18p: <sum 1/r> = 5.71547 1/bohr, d<1/r>/8 = 0.714434 au
Li 1s alpha: <r^2> = 0.4440 bohr^2, flux = -0.07957747 au
Li 2s alpha: <r^2> = 17.7315 bohr^2, flux = -0.07957747 au
Li 1s beta: <r^2> = 0.4488 bohr^2, flux = -0.07957747 au
Li <sum r^2> = 18.6244 bohr^2, moment m/B = -3.1041 au
Li I/B = -6.7273 nA/T
Li ipsocentric I/B: 18s18p -6.727, cc-pVDZ -2.556 nA/T
B = 10.0 T = 4.25438e-05 au, rotation frequency = 139.962 GHz
Li current at 10.0 T = -67.273 nA
Li spin-current flux (field-independent) = 0.04295 au = 0.2845 mA
PASS
```
